**Inverse resistance of a self-heated line against current squared**

The program tests \(1/R=1/R_c-\alpha_c\theta I^2\), where \(R=V/I\) is the steady resistance at current \(I\), \(R_c\) the unheated resistance at the chuck temperature, \(\alpha_c\) the temperature coefficient referred to that temperature, and \(\theta\) the thermal resistance. Readings come from integrating the heat balance in time, without the derived formula. The program asserts that they lie on the predicted line, and that the fit, a two-reading formula and a plot against power all return \(R_c\). It also asserts that sweeps at two chuck temperatures return \(\theta\), and that the temperature settles at 0.9 times the limiting current and grows at the predicted exponential rate at 1.1 times it. Further assertions cover the differential resistance, the buried-cylinder isotherm and the weak-heating factor for end cooling. For a copper line with rough typical parameters, the output shows \(R_c=132.5\) Ω recovered from readings between 133.5 and 150.6 Ω. Each of four neglected effects shifts the extrapolated resistance by less than 0.05 %, while end cooling and oxide conductivity lower the apparent \(\theta\) by 3.2 % and 2.4 %.

## Numerical verification

```python
"""Self-heated metal line: inverse resistance is linear in current squared.

Result under test:  1/R = 1/R_c - alpha_c * theta * I^2
  R        steady resistance V/I at current I
  R_c      unheated resistance, at the chuck temperature T_c
  alpha_c  temperature coefficient of resistance referred to T_c
  theta    thermal resistance, (line temperature - T_c) / (I^2 R)
The resistance law is given at another temperature T_ref:
  R(T) = R_ref * (1 + alpha_ref * (T - T_ref)).
Readings are made by integrating the heat balance in time, not from the result.
SI units inside; engineering units in the printout.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# Rough typical values for a narrow copper line in oxide
width, thickness, length = 100e-9, 200e-9, 100e-6
oxide_below = 2e-6
rho_ref = 2.5e-8
alpha_ref = 3.0e-3
T_ref, T_c, T_c2 = 300.0, 320.0, 340.0
theta = 5000.0
k_oxide = 1.3
area = width * thickness
R_ref = rho_ref * length / area
currents = np.arange(2, 9) * 1e-3


def resistance_law(T):
    return R_ref * (1 + alpha_ref * (T - T_ref))


def temperature_rise(I, chuck, duration=40.0):
    """Integrate the heat balance; time is in units of theta * heat capacity."""
    def rate(t, u):
        return theta * I**2 * resistance_law(chuck + u) - u
    run = solve_ivp(rate, (0, duration), [0.0], method="DOP853",
                    rtol=1e-11, atol=1e-10)
    assert run.success
    return run.y[0, -1]


def fit_inverse(I, R):
    """Straight-line fit of 1/R against I^2: unheated resistance and slope."""
    slope, intercept = np.polyfit(I**2, 1 / R, 1)
    return 1 / intercept, slope


# Readings at two chuck temperatures
rise = np.array([temperature_rise(I, T_c) for I in currents])
R = resistance_law(T_c + rise)
R_second = np.array([resistance_law(T_c2 + temperature_rise(I, T_c2))
                     for I in currents])
R_c = resistance_law(T_c)
alpha_c = alpha_ref * R_ref / R_c
I_c = 1 / np.sqrt(R_c * alpha_c * theta)

# Main result: every reading, then intercept and slope
assert np.allclose(1 / R, 1 / R_c - alpha_c * theta * currents**2, rtol=1e-7)
R_fit, slope_fit = fit_inverse(currents, R)
assert abs(R_fit / R_c - 1) < 1e-7
assert abs(slope_fit / (-alpha_c * theta) - 1) < 1e-5

# Resistance against power has the same intercept
power = currents**2 * R
R_power_fit = np.polyfit(power, R, 1)[1]
assert abs(R_power_fit / R_c - 1) < 1e-7

# Two readings suffice (4 mA and 8 mA)
Ia, Ib, Ra, Rb = currents[2], currents[6], R[2], R[6]
R_two = (Ib**2 - Ia**2) / (Ib**2 / Ra - Ia**2 / Rb)
assert abs(R_two / R_c - 1) < 1e-7

# Second chuck temperature gives dR/dT and theta
R_fit2, slope_fit2 = fit_inverse(currents, R_second)
dRdT = (R_fit2 - R_fit) / (T_c2 - T_c)
theta_fit = -slope_fit * R_fit / dRdT
assert abs(theta_fit / theta - 1) < 1e-5

# Stability: settling below I_c, exponential growth above it
R_near = resistance_law(T_c + temperature_rise(0.9 * I_c, T_c, 200.0))
assert abs(R_near / (R_c / (1 - 0.81)) - 1) < 1e-6
u10 = temperature_rise(1.1 * I_c, T_c, 10.0)
u20 = temperature_rise(1.1 * I_c, T_c, 20.0)
assert abs((u20 - u10) / u10 / np.exp(10 * (1.1**2 - 1)) - 1) < 1e-6


def steady_resistance(I, ratio=lambda u: 1 + alpha_c * u, loss=lambda u: u):
    """Root of the steady heat balance for any resistance and loss law."""
    u = brentq(lambda x: loss(x) - theta * I**2 * R_c * ratio(x), 0, 500,
               xtol=1e-11, rtol=1e-13)
    return R_c * ratio(u)


# Wrong plots: R against I^2, and differential resistance
R_direct_fit = np.polyfit(currents**2, R, 1)[1]
assert R_direct_fit < R_c * (1 - 1e-4)


def differential_resistance(I):
    d = 1e-3 * I
    return ((I + d) * steady_resistance(I + d)
            - (I - d) * steady_resistance(I - d)) / (2 * d)


R_diff = np.array([differential_resistance(I) for I in currents])
x = currents**2 / I_c**2
assert np.allclose(R_diff, R_c * (1 + x) / (1 - x)**2, rtol=1e-5)
R_diff_fit, _ = fit_inverse(currents, R_diff)
assert abs(R_diff_fit / R_c - 1) > 1e-3

# Thermal resistance of a buried cylinder with the same perimeter
radius = (width + thickness) / np.pi
depth = oxide_below + thickness / 2
source = np.sqrt(depth**2 - radius**2)
angle = np.linspace(0, 2 * np.pi, 13)
px, pz = radius * np.cos(angle), depth + radius * np.sin(angle)
potential = np.log(np.hypot(px, pz + source) / np.hypot(px, pz - source))
assert np.allclose(potential, np.arccosh(depth / radius), rtol=1e-9)
theta_estimate = np.arccosh(depth / radius) / (2 * np.pi * k_oxide * length)

# Neglected effect: cooling through ends held at the chuck temperature
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
rho_c = R_c * area / length
kappa = lorenz * T_c / rho_c
loss_per_length = 1 / (theta * length)
healing = np.sqrt(kappa * area * theta * length)


def end_cooled_resistance(I, cells=4000):
    h = length / cells
    heat = I**2 * R_c / length
    stiffness = kappa * area / h**2
    bands = np.zeros((3, cells - 1))
    bands[0, 1:] = bands[2, :-1] = -stiffness
    bands[1] = 2 * stiffness + loss_per_length - heat * alpha_c
    u = solve_banded((1, 1), bands, np.full(cells - 1, heat))
    mean_rise = u.sum() / cells
    return R_c * (1 + alpha_c * mean_rise), mean_rise


I_small = 1e-5
end_factor = end_cooled_resistance(I_small)[1] / (theta * I_small**2 * R_c)
s = length / (2 * healing)
assert abs(end_factor - (1 - np.tanh(s) / s)) < 1e-4
R_ends = np.array([end_cooled_resistance(I)[0] for I in currents])

# Neglected effect: oxide conductivity k = k0 * (1 + c * rise), rough c
c_oxide = 1e-3
R_oxide = np.array([steady_resistance(I, loss=lambda u: u + c_oxide * u**2 / 2)
                    for I in currents])

# Neglected effect: curved phonon resistivity with the same slope at T_c
debye = 340.0


def phonon(T):
    integral = quad(lambda y: y**5 / (np.expm1(y) * -np.expm1(-y)),
                    0, debye / T, epsabs=1e-12, epsrel=1e-11)[0]
    return (T / debye)**5 * integral


phonon_c = phonon(T_c)
phonon_slope = (phonon(T_c + 1) - phonon(T_c - 1)) / 2
R_curved = np.array([steady_resistance(
    I, ratio=lambda u: 1 + alpha_c * (phonon(T_c + u) - phonon_c) / phonon_slope)
    for I in currents])

# Neglected effect: constant thermoelectric voltage offset, rough size
offset = 5e-6
R_offset = R + offset / currents

effects = {"end cooling": R_ends, "oxide conductivity": R_oxide,
           "phonon curvature": R_curved, "voltage offset": R_offset}
reading_error = R[0] / R_c - 1
shifts = {}
for name, values in effects.items():
    R_shifted, slope_shifted = fit_inverse(currents, values)
    shifts[name] = (R_shifted / R_c - 1, -slope_shifted / (alpha_c * theta) - 1)
    assert abs(shifts[name][0]) < reading_error

# Order-of-magnitude estimates: oxide settling and electromigration drift
oxide_diffusivity = 8e-7
settling = oxide_below**2 / oxide_diffusivity
J_max = currents[-1] / area
T_hot = T_c + rise[-1]
barrier_eV, prefactor, interface, charge_number = 0.9, 1e-5, 0.5e-9, 1.0
sweep_time = 60.0
kT_eV = const.k * T_hot / const.e
diffusivity = interface / thickness * prefactor * np.exp(-barrier_eV / kT_eV)
field = R[-1] * area / length * J_max
drift = diffusivity * charge_number * field / kT_eV * sweep_time

# Current at which the model line would reach a rough melting temperature
T_melt = 1360.0
I_melt = np.sqrt((T_melt - T_c) / (theta * resistance_law(T_melt)))
assert I_melt < I_c

print(f"Line width, thickness: {width*1e9:.0f}, {thickness*1e9:.0f} nm")
print(f"Line length, oxide below: {length*1e6:.0f}, {oxide_below*1e6:.0f} um")
print(f"Resistivity at T_ref: {rho_ref*1e8:.2f} uOhm cm")
print(f"T_ref, T_c, second T_c: {T_ref:.0f}, {T_c:.0f}, {T_c2:.0f} K")
print(f"alpha_ref, alpha_c: {alpha_ref:.5f}, {alpha_c:.5f} 1/K")
print(f"R_ref, R_c from the law: {R_ref:.3f}, {R_c:.3f} Ohm")
print(f"theta chosen: {theta/1e3:.2f} K/mW")
print(f"Oxide conductivity: {k_oxide:.2f} W/(m K)")
print(f"theta, buried cylinder: {theta_estimate/1e3:.2f} K/mW")
print("I (mA), R (Ohm), rise (K), power (mW), 1/R (mS):")
for I, r, u, p in zip(currents, R, rise, power):
    print(f"  {I*1e3:.0f}  {r:.3f}  {u:.2f}  {p*1e3:.3f}  {1e3/r:.4f}")
print(f"Fit intercept 1/R_c: {1e3/R_fit:.4f} mS")
print(f"Fit slope: {slope_fit*1e-3:.5f} mS/mA^2")
print(f"R_c from fit: {R_fit:.3f} Ohm")
print(f"R_c from 4 and 8 mA readings: {R_two:.3f} Ohm")
print(f"R_c from R against power: {R_power_fit:.3f} Ohm")
print(f"R_c from fit at second T_c: {R_fit2:.3f} Ohm")
print(f"dR/dT from both fits: {dRdT:.4f} Ohm/K")
print(f"theta from fits: {theta_fit/1e3:.3f} K/mW")
print(f"Limit current I_c: {I_c*1e3:.2f} mA")
print(f"Model current at {T_melt:.0f} K (rough melting): {I_melt*1e3:.2f} mA")
print(f"Intercept of R against I^2: {R_direct_fit:.3f} Ohm")
print(f"dV/dI at 8 mA: {R_diff[-1]:.2f} Ohm")
print(f"Intercept from inverse dV/dI: {R_diff_fit:.3f} Ohm")
print(f"Excess of 2 mA reading over R_c: {reading_error*100:.3f} %")
print(f"Line thermal conductivity: {kappa:.0f} W/(m K)")
print(f"Thermal healing length: {healing*1e6:.2f} um")
print(f"Weak-heating end factor on theta: {end_factor:.4f}")
print(f"Oxide conductivity rise: {c_oxide*100:.2f} % per K")
print(f"Debye temperature: {debye:.0f} K; offset: {offset*1e6:.0f} uV")
print("Neglected effect: shift of R_c (%), of apparent theta (%):")
for name, (dR, dtheta) in shifts.items():
    print(f"  {name}: {dR*100:+.4f}, {dtheta*100:+.2f}")
print(f"Oxide settling time: {settling*1e6:.0f} us")
print(f"Current density at 8 mA: {J_max*1e-10:.0f} MA/cm2")
print(f"Electromigration barrier: {barrier_eV:.1f} eV")
print(f"Atom drift in {sweep_time:.0f} s at 8 mA: {drift*1e9:.1e} nm")
print("checks complete")
```

Running it gives:

```
Line width, thickness: 100, 200 nm
Line length, oxide below: 100, 2 um
Resistivity at T_ref: 2.50 uOhm cm
T_ref, T_c, second T_c: 300, 320, 340 K
alpha_ref, alpha_c: 0.00300, 0.00283 1/K
R_ref, R_c from the law: 125.000, 132.500 Ohm
theta chosen: 5.00 K/mW
Oxide conductivity: 1.30 W/(m K)
theta, buried cylinder: 4.63 K/mW
I (mA), R (Ohm), rise (K), power (mW), 1/R (mS):
  2  133.501  2.67  0.534  7.4906
  3  134.774  6.06  1.213  7.4198
  4  136.598  10.93  2.186  7.3208
  5  139.016  17.38  3.475  7.1934
  6  142.091  25.58  5.115  7.0377
  7  145.905  35.75  7.149  6.8538
  8  150.568  48.18  9.636  6.6415
Fit intercept 1/R_c: 7.5472 mS
Fit slope: -0.01415 mS/mA^2
R_c from fit: 132.500 Ohm
R_c from 4 and 8 mA readings: 132.500 Ohm
R_c from R against power: 132.500 Ohm
R_c from fit at second T_c: 140.000 Ohm
dR/dT from both fits: 0.3750 Ohm/K
theta from fits: 5.000 K/mW
Limit current I_c: 23.09 mA
Model current at 1360 K (rough melting): 19.95 mA
Intercept of R against I^2: 132.128 Ohm
dV/dI at 8 mA: 191.63 Ohm
Intercept from inverse dV/dI: 133.616 Ohm
Excess of 2 mA reading over R_c: 0.756 %
Line thermal conductivity: 295 W/(m K)
Thermal healing length: 1.72 um
Weak-heating end factor on theta: 0.9656
Oxide conductivity rise: 0.10 % per K
Debye temperature: 340 K; offset: 5 uV
Neglected effect: shift of R_c (%), of apparent theta (%):
  end cooling: -0.0040, -3.23
  oxide conductivity: +0.0468, -2.38
  phonon curvature: +0.0123, -0.64
  voltage offset: +0.0015, -0.01
Oxide settling time: 5 us
Current density at 8 mA: 40 MA/cm2
Electromigration barrier: 0.9 eV
Atom drift in 60 s at 8 mA: 2.7e-04 nm
checks complete
```
